Displacement and conduction currents inside copper at 100 GHz

**Problem**

A copper conductor at room temperature (293 K) carries an alternating current at 100 GHz. Its resistivity is ρ = 1.70 µΩ·cm, and the conduction current density at some point inside it has an amplitude of 1.00 MA/cm².

(a) Estimate the ratio of the vacuum displacement current density to the conduction current density at that point.

(b) Does the inertia of the electrons spoil the estimate? Is the displacement current the main current out of phase with the field?

(c) Express the ratio through the skin depth and the vacuum wavelength.

(d) How far do a higher temperature, a nearby surface and a thin film move the result?

The material values are rough typical ones for copper. Fields are real in parts (a) and (b); the complex convention exp(−iωt) is introduced in (c).

**Solution of (a): the ratio**

The Ampère–Maxwell law, with all currents written out, is

curl B = μ₀ (J + J_b + ε₀ ∂E/∂t).

Here J is the current of the conduction electrons and J_b is the polarization current of the bound electrons. The last term is the vacuum displacement current density, the quantity asked for. J_b is a motion of charge in the material and is sized separately in part (b).

Let the field at the chosen point be E = E₀ cos ωt. Assume that Ohm's law holds there at each instant, J = E/ρ. Then

J = (E₀/ρ) cos ωt,

ε₀ ∂E/∂t = −ωε₀E₀ sin ωt.

The two currents are a quarter cycle apart, so their instantaneous quotient swings without limit during a cycle. The useful measure is the ratio of amplitudes:

R = ωε₀E₀ / (E₀/ρ) = ωε₀ρ.

The field amplitude has cancelled. Both currents weaken with depth, but R stays the same wherever the local Ohm's law holds with the same ρ.

In powers of ten, ω is about 6 × 10¹¹ rad/s and ε₀ about 9 × 10⁻¹² F/m, so ωε₀ is about 5 S/m. The conductivity 1/ρ is about 6 × 10⁷ S/m. The quotient is close to 10⁻⁷. With the given values,

ω = 2π × 10¹¹ s⁻¹ = 6.283 × 10¹¹ rad/s,

ωε₀ = 5.563 S/m,

1/ρ = 5.882 × 10⁷ S/m,

R = 5.563 / (5.882 × 10⁷) = 9.46 × 10⁻⁸.

The vacuum displacement current is therefore about one part in ten million of the conduction current. For the stated current density, the field amplitude is

E₀ = (1.70 × 10⁻⁶ Ω·cm)(1.00 × 10⁶ A/cm²) = 1.70 V/cm,

and the displacement current amplitude is

ωε₀E₀ = (0.05563 S/cm)(1.70 V/cm) = 0.0946 A/cm².

This stands against a million amperes per square centimetre of conduction current.

The result concerns the interior of the metal. Since the divergence of a curl is zero, the total current J + J_b + ε₀ ∂E/∂t has no sources. Where conduction current runs into the surface of a wire and charges it, the current continues outside as displacement and polarization current in the insulator. The small R inside gives no licence to neglect the capacitance between wires.

**Solution of (b): electron inertia**

Ohm's law without delay needs the electrons to follow the field. In the Drude model each of n electrons per unit volume has mean velocity v, with

m dv/dt = −eE − mv/τ,

where τ is the relaxation time. The current density is J = −nev. Multiplying the equation by −neτ/m gives

τ dJ/dt + J = (ne²τ/m) E.

For a steady field the derivative vanishes, so 1/ρ = ne²τ/m, or

τ = m/(ne²ρ).

Copper is face-centred cubic, with four atoms in a cube of edge 0.361 nm. One conduction electron per atom gives n = 4/(0.361 nm)³ = 8.50 × 10²² cm⁻³. With the free-electron mass, τ = 24.6 fs and ωτ = 0.0154.

For the oscillating field, try J = A cos ωt + B sin ωt. Substitution gives

(A + ωτB) cos ωt + (B − ωτA) sin ωt = (E₀/ρ) cos ωt.

This must hold at all times, so the coefficients match separately:

B = ωτA,

A + ωτB = A(1 + ω²τ²) = E₀/ρ.

The steady current is therefore

J = (E₀/ρ)(cos ωt + ωτ sin ωt)/(1 + ω²τ²).

Its amplitude is √(A² + B²) = A√(1 + ω²τ²) = (E₀/ρ)/√(1 + ω²τ²). Dividing the displacement amplitude by it gives the corrected ratio

R′ = ωε₀ρ √(1 + ω²τ²).

At 100 GHz the root exceeds 1 by 1.2 × 10⁻⁴, which is far less than the uncertainty of ρ. Integrating the equation of motion in time gives a ratio of 9.459 × 10⁻⁸, in agreement. If the effective mass were 1.5 times the free mass, with ρ and n held fixed, ωτ would be 0.0231 and the correction would still be negligible.

Inertia barely changes the amplitude ratio, but in a uniform field it gives an out-of-phase current far larger than the displacement current, so the answer to the second question is also no. The sine part of the conduction current, divided by the displacement current −ωε₀E₀ sin ωt, is

(E₀/ρ) ωτ/(1 + ω²τ²) ÷ (−ωε₀E₀) = −τ/[ε₀ρ(1 + ω²τ²)] = −1.6 × 10⁵.

The inertial current is thus some 160,000 times larger than the vacuum displacement current and has the opposite sign. It lags the field, as in an inductor, while the displacement current leads it, as in a capacitor. The factor 160,000 holds for a field that is uniform over an electron's free path. In the metal the field varies with depth. For the free-electron mass at 293 K, part (c) shows that deep inside this cancels most of the inertial part. What remains there is about 0.0015 of the in-phase current, some 16,000 times the displacement current. This remainder is a difference of two nearly equal terms and is sensitive to the inputs. It is about 13,000 times the displacement current for ρ = 1.68 µΩ·cm, about 45,000 times at 378 K, and about 98,000 times for an effective mass 1.5 times the free mass. For the free-electron mass it passes through zero and changes sign near ρ = 1.61 µΩ·cm, about 280 K. Only in a narrow window around that point is it not far larger than the displacement current. Near a surface the cancellation fails, and the out-of-phase part of the conduction current is larger.

The bound electrons also add an out-of-phase current. If they are described by a relative permittivity ε_b, their polarization is ε₀(ε_b − 1)E, and the current amplitude is (ε_b − 1)ωε₀E₀. For a rough ε_b = 10 this is 9R = 8.5 × 10⁻⁷ of the conduction current. It exceeds the vacuum term but remains far below the inertial part, which is 0.0154 of the in-phase conduction current. Anyone who counts bound polarization as displacement current should quote about one part in a million for this ε_b.

The Drude result also shows where the simple formula stops. Since ωτ is proportional to frequency, it reaches 1 at about 100 GHz/0.0154 = 6.5 THz, where R′ is √2 times ωε₀ρ. Extending R = ωε₀ρ in a straight line would put equal currents near 10¹⁸ Hz, far outside its range. For ωτ much greater than 1, the corrected ratio becomes

R′ ≈ ω²ε₀ρτ.

This equals 1 when ωτ = √(τ/(ε₀ρ)) = √(1.63 × 10⁵) ≈ 404, or at a frequency near (404/0.0154) × 100 GHz ≈ 2.6 × 10¹⁵ Hz. That is the plasma frequency of the free-electron model. In real copper, transitions between bands matter at such frequencies, so the number marks a limit of the model and is no prediction for the metal.

**Solution of (c): skin depth and wavelength**

Let E point along x and vary with the depth z. Taking the curl of Faraday's law, curl E = −∂B/∂t, and keeping the conduction current alone in curl B gives

curl curl E = −μ₀ ∂J/∂t.

For a field E_x(z) the left side is −∂²E/∂z². With J = E/ρ,

∂²E/∂z² = (μ₀/ρ) ∂E/∂t.

Write the field as the real part of a complex amplitude times exp(−iωt), and let the amplitude vary as exp(−qz). Then

q² = −iωμ₀/ρ.

Because (1 − i)² = −2i, the root that decays into the metal is

q = (1 − i)/δ, with δ = √(2ρ/(ωμ₀)).

The amplitude falls by a factor e over the skin depth δ, here 207.5 nm. Restoring the vacuum displacement current replaces 1/ρ by 1/ρ − iωε₀, which multiplies q² by 1 − iR. The relative change of q is about R/2 in size, so dropping the term was justified. A numerical solution that keeps it, still with J = E/ρ, also gives a decay length of 207.5 nm. Electron inertia, left out here, matters more: it multiplies 1/ρ by about 1 + iωτ, hence q by about 1 + iωτ/2. The real part of q = (1 − i)/δ then grows by the factor 1 + ωτ/2, so inertia alone would shorten the decay length by about 0.8%.

The finite free path of the electrons acts the other way. An electron responds to the field along its whole path, not only at its end. With the mean free path l = 38.7 nm and the direction weights found in part (d), this multiplies 1/ρ deep inside the metal by about

1 + q²l²/5 = 1 − 2il²/(5δ²) = 1 − 0.014i.

The factor 1/5 is the weighted average of u², where u is the z component of an electron's direction. The terms linear in u cancel between electrons moving inward and outward. For the free-electron mass at 293 K, the imaginary part nearly cancels the inertial term iωτ = 0.0154i, so with both effects included the decay length deep inside differs from δ by only about 0.1%. So close a cancellation is accidental. With an effective mass 1.5 times the free mass, at the same ρ and n, the inertial term grows to 0.0231i, while l stays the same because the mass cancels in the product of Fermi speed and relaxation time. The decay length is then shorter than δ by about 0.5%.

Now solve the skin depth formula for ρ and insert it in R:

ρ = ωμ₀δ²/2,

R = ωε₀ρ = ω²ε₀μ₀δ²/2 = ½(ωδ/c)²,

since ε₀μ₀ = 1/c². With ω/c = 2π/λ, where λ is the vacuum wavelength,

R = 2π²(δ/λ)².

The wavelength is 2.998 mm, so δ/λ = 6.92 × 10⁻⁵ and R = 19.74 × (6.92 × 10⁻⁵)² = 9.5 × 10⁻⁸, as before. The displacement current is small for the same reason that the field varies over a length far shorter than the wavelength.

**Solution of (d): heat, surfaces and films**

*Temperature.* At fixed frequency R is proportional to ρ. With a rough temperature coefficient of 0.0039 per kelvin, heating from 293 K to 378 K multiplies ρ by 1 + 0.0039 × 85 = 1.33. R rises to 1.26 × 10⁻⁷.

*Mean free path.* The local Ohm's law assumes that the field is nearly uniform over an electron's free path and that no surface lies within it. The electrons that carry the current move at the Fermi speed. Filling a sphere of radius k_F with two spin states per wavevector gives n = k_F³/(3π²), hence

v_F = ħ(3π²n)^(1/3)/m = 1.575 × 10⁸ cm/s.

The mean free path is l = v_Fτ = 38.7 nm, or 0.19 of the skin depth. Deep inside, the local law is a fair approximation. Near a surface it needs correction.

*Weight of each direction.* The field changes an electron's energy by its velocity times the momentum gained, so the change in occupation is proportional to v_x. The current carries a second factor v_x. Directions on the Fermi sphere therefore count in proportion to the square of the x component of the unit direction vector. Its average over the sphere is 1/3, so the normalized weight is three times that square. Let u be the size of the direction's z component. Averaged over the angle around z, the weight is (3/2)(1 − u²).

*Surface.* Suppose that the surface scatters diffusely, so that electrons leaving it carry no memory of the field. At the surface itself, they contribute nothing. Electrons arriving from inside have travelled a distance s without collision with probability exp(−s/l), and at that distance back they were at depth us. Relative to the surface field, their accumulated acceleration is proportional to

∫₀^∞ exp(−s/l) exp(−qus) ds = l/(1 + qlu).

The change of the field in time during the flight is neglected because ωτ is small. In a uniform field without walls the integral would be l. Half of all directions arrive, so the conduction current relative to the local Ohm's law is

F = (3/4) ∫₀¹ (1 − u²)/(1 + qlu) du.

If l is much shorter than δ, then F tends to (3/4)(2/3) = 1/2: half the electrons are missing from the current. Here the size of F is 0.467, slightly less because arriving electrons come from depths where the field is weaker. Hence R at the surface is 9.46 × 10⁻⁸/0.467 ≈ 2.0 × 10⁻⁷. This is an estimate, since the exponential field profile was itself taken from the local law.

*Thin film.* Consider a film of thickness d = 40 nm with diffuse faces and current along it. It is much thinner than δ, and the field is taken as uniform across it. An electron at distance w from the face behind it can have been accelerated over a path of at most w/u. Its mean accelerated path is

∫₀^(w/u) exp(−s/l) ds = l[1 − exp(−w/(lu))].

Averaging over w from 0 to d, with κ = d/l, gives

l[1 − (u/κ)(1 − exp(−κ/u))].

Both directions across the film contribute equally. Weighting by (3/2)(1 − u²), whose integral from 0 to 1 is 1, gives the film conductivity relative to bulk:

G = 1 − (3/(2κ)) ∫₀¹ (u − u³)(1 − exp(−κ/u)) du.

For κ = 40/38.7 = 1.03, the resistivity ratio 1/G is 1.45, and the displacement current divided by the film-averaged conduction current is R = 1.37 × 10⁻⁷.

In the table the frequency is held at 100 GHz.

| Case | R |
|---|---|
| Bulk, 293 K | 9.5 × 10⁻⁸ |
| Bulk, 378 K | 1.26 × 10⁻⁷ |
| At a diffuse surface, 293 K | 2.0 × 10⁻⁷ |
| 40 nm film, 293 K | 1.37 × 10⁻⁷ |
| 40 nm film, 378 K | 1.68 × 10⁻⁷ |

Heating raises R by 33% in the bulk but by about 22% in the film. The hotter metal has a shorter mean free path, so κ is larger and the faces add a smaller fraction to the resistivity.

**Comparison with real interconnects**

The chosen resistivity is typical of good bulk copper near room temperature. Narrow interconnect lines are more resistive, because they have side walls and grain boundaries as well as the two faces treated here. Those additions are not computed, but their effect on R follows from R = ωε₀ρ: a line with ten times the bulk resistivity would have R near 9.5 × 10⁻⁷ at 100 GHz. The bulk value of R therefore does not carry over to a narrow line; the line's own resistivity must be used. Linear response is safe at the chosen current: the drift speed amplitude is 73 cm/s, less than a millionth of the Fermi speed. The remaining values are in the numerical output.

Computed results

```
INPUTS (material values are rough)
Frequency: 100 GHz
Copper resistivity: 1.70 uOhm cm
Lattice constant: 0.361 nm
Room temperature: 293.15 K
Conduction current amplitude: 1.00 MA/cm2
MAIN RESULT
Angular frequency: 6.2832e+11 rad/s
Vacuum permittivity: 8.8542e-12 F/m
Conductivity: 5.882e+07 S/m
omega*eps0: 5.563 S/m
Field amplitude: 1.700 V/cm
Displacement amplitude: 0.0946 A/cm2
Ratio R, formula: 9.458e-08 (no unit)
Ratio R, integrated motion: 9.459e-08 (no unit)
Inverse ratio 1/R: 1.057e+07 (no unit)
LENGTH CHECK
Skin depth, formula: 207.51 nm
Skin depth, field grid: 207.51 nm
Vacuum wavelength: 2.998 mm
Skin depth / wavelength: 6.922e-05 (no unit)
Ratio R from grid skin depth: 9.458e-08 (no unit)
ELECTRON INERTIA
Electron density: 8.502e+22 cm^-3
Relaxation time: 24.55 fs
omega*tau: 0.0154 (no unit)
Relative rise of R: 1.19e-04 (no unit)
Inertial / displacement current: -1.631e+05 (no unit)
Rough effective mass ratio: 1.5 (no unit)
omega*tau at that mass: 0.0231 (no unit)
OTHER NEGLECTED EFFECTS
Rough bound relative permittivity: 10 (no unit)
Bound polarization / conduction: 8.51e-07 (no unit)
Fermi speed: 1.575e+08 cm/s
Mean free path: 38.7 nm
Mean free path / skin depth: 0.186 (no unit)
Surface conduction factor: 0.467 (no unit)
R at diffuse surface: 2.03e-07 (no unit)
Hot chip temperature: 378.15 K
Rough temperature coefficient: 0.0039 1/K
Hot / room resistivity: 1.331 (no unit)
R in hot bulk: 1.26e-07 (no unit)
Film thickness: 40 nm
Film / bulk resistivity, room: 1.446 (no unit)
R in film, room: 1.37e-07 (no unit)
R in film, hot: 1.68e-07 (no unit)
kT / Fermi energy: 3.58e-03 (no unit)
Photon energy / kT: 0.0164 (no unit)
Drift speed amplitude: 73.4 cm/s
Drift / Fermi speed: 4.66e-07 (no unit)
```
